# Equilibrium Width of Ferroelectric Stripe Domains in a Film

## Problem

A free-standing ferroelectric film of thickness \(d\) is divided into parallel stripes of width \(w\). The polarization is normal to the film and alternates between \(+P\) and \(-P\) from one stripe to the next. There is vacuum on both sides and no free charge on the surfaces. The domain walls are flat, thin and normal to the film, with energy \(A\) per unit wall area.

Small changes of polarization follow the field linearly, with relative permittivity \(\varepsilon_z\) along the normal and \(\varepsilon_x\) across the stripes. Energies are counted per unit film area, from the energy of a uniformly polarized film without stray field.

1. Show that for narrow stripes the energy is \(F(w)=Ad/w+Bw\), and find \(B\).
2. Find the equilibrium width. Compare the two terms there, and find how the energy depends on \(d\).
3. Evaluate the results for \(P=75\ \mu\mathrm{C/cm^2}\), \(A=0.80\ \mathrm{eV/nm^2}\), \(\varepsilon_x=120\), \(\varepsilon_z=60\) and \(d=16\) nm.
4. Decide what "narrow" means, and which other assumptions limit the numbers.

The algebra uses atomic units with \(4\pi\varepsilon_0=1\), so a surface charge density \(\sigma\) makes a jump \(4\pi\sigma\) in the normal component of \(\varepsilon\mathbf E\).

## Hints

**Hint 1.** How many walls cross a unit length of film, and what area does each have?

**Hint 2.** The polarization ends at the surfaces and leaves a bound charge there that alternates in sign. Expand this square wave in sines and solve for the potential of one sine at a time.

**Hint 3.** By symmetry the potential is odd about the middle plane of the film. It must decay in the vacuum.

**Hint 4.** Widen every stripe by one percent. By what percentage does each term of \(F\) change?

**Hint 5.** For the last part, find the field just beneath the surface and ask what it does to the polarization there.

## Solution

### 1. The two energies

**Walls.** There is one wall per width \(w\), hence \(1/w\) walls per unit length across the stripes. Each has area \(d\) per unit length along the stripes. The wall energy per film area is therefore \(Ad/w\).

**Surface charge.** Put \(z=0\) at mid-film and a wall at \(x=0\). The upper surface carries \(\sigma(x)=+P\) for \(0<x<w\) and \(-P\) for \(w<x<2w\), repeated with period \(2w\). This function is odd, so

\[
\sigma(x)=\sum_n\sigma_n\sin k_nx,\qquad k_n=\frac{n\pi}{w},
\]
\[
\sigma_n=\frac{2}{w}\int_0^wP\sin k_nx\,dx=\frac{2P}{n\pi}(1-\cos n\pi).
\]

Thus \(\sigma_n=4P/(n\pi)\) for odd \(n\) and zero for even \(n\). The lower surface carries the opposite charge.

**Potential.** Inside the film \(\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0\). A term proportional to \(\sin kx\) then varies along \(z\) as \(\sinh qz\), with \(q=\gamma k\) and \(\gamma=\sqrt{\varepsilon_x/\varepsilon_z}\). The hyperbolic sine is chosen because the potential is odd in \(z\). Above the film the potential decays as \(e^{-k(z-d/2)}\). Let \(\phi_n\) be the amplitude at the upper surface, where the potential is continuous. The jump condition is

\[
\varepsilon_z\,\partial_z\phi\big|_{\rm in}-\partial_z\phi\big|_{\rm out}=4\pi\sigma .
\]

The inner derivative is \(q\phi_n\coth(qd/2)\) and the outer one is \(-k\phi_n\). Since \(\varepsilon_zq=\kappa k\) with \(\kappa=\sqrt{\varepsilon_x\varepsilon_z}\),

\[
\phi_n=\frac{4\pi\sigma_n}{k_n\,[1+\kappa\coth(\gamma k_nd/2)]}.
\]

**Energy.** The stray field costs energy in two ways: the field itself has energy density \(E^2/8\pi\), and the induced polarization \(\Delta P_i=\chi_iE_i\) costs lattice energy \(\Delta P_i^2/2\chi_i\) for each component. Because \(\varepsilon_i=1+4\pi\chi_i\), their sum is

\[
\sum_i\left(\frac{E_i^2}{8\pi}+\frac{\chi_iE_i^2}{2}\right)=\frac{1}{8\pi}\sum_i\varepsilon_iE_i^2 .
\]

Write one factor \(E_i\) as \(-\partial_i\phi\), integrate by parts, and use that the divergence of \(\varepsilon\mathbf E\) is \(4\pi\) times the surface charge. The total becomes \(\tfrac12\int\sigma\phi\) over both surfaces. The lattice energy is thereby already included.

On the lower surface both \(\sigma\) and \(\phi\) change sign, so the two surfaces contribute equally. The average of \(\sin^2\) is \(\tfrac12\), and products of different sines average to zero. Hence

\[
F_{\rm stray}=2\cdot\frac12\cdot\frac12\sum_n\sigma_n\phi_n
=\frac{32P^2w}{\pi^2}\sum_{n\ \rm odd}\frac{1}{n^3[1+\kappa\coth(n\pi\gamma d/2w)]}.
\]

The prefactor comes from \(\tfrac12\cdot4\pi\cdot(4P/n\pi)^2\cdot w/(n\pi)=32P^2w/(\pi^2n^3)\).

If \(w\ll\gamma d\), every hyperbolic cotangent is close to 1. The remaining sum over odd \(n\) is \(\sum n^{-3}=\tfrac78\zeta(3)\), because the even terms make up one eighth of \(\zeta(3)\). So \(F_{\rm stray}=Bw\) with

\[
B=\frac{28\,\zeta(3)\,P^2}{\pi^2(1+\kappa)} .
\]

The proportionality to \(w\) has a simple origin. The field reaches a depth of order \(w/\gamma\) into the film, while its strength does not depend on \(w\). Wider stripes therefore fill a thicker layer with the same energy density.

A finite-difference solution of the field equation, with \(\varepsilon_x=120\), \(\varepsilon_z=60\) and \(d=2w\), gave 0.998 times this value of \(B\). A second solution, with \(\varepsilon_x=6\), \(\varepsilon_z=3\) and \(d=w\), where the two surfaces interact, gave 0.998 times the full sum.

### 2. The minimum

With \(A\), \(B\) and \(d\) held fixed,

\[
\frac{dF}{dw}=-\frac{Ad}{w^2}+B=0
\quad\Longrightarrow\quad
w_*=\sqrt{\frac{Ad}{B}} .
\]

The second derivative \(2Ad/w^3\) is positive for every \(w>0\), so this is the minimum. Inserting \(w_*\) in each term gives

\[
\frac{Ad}{w_*}=Ad\sqrt{\frac{B}{Ad}}=\sqrt{ABd},\qquad
Bw_*=B\sqrt{\frac{Ad}{B}}=\sqrt{ABd}.
\]

The two terms are equal, and their sum is

\[
F_*=2\sqrt{ABd}.
\]

The energy per film area grows as the square root of the thickness. The energy per volume, \(F_*/d\), falls as \(d^{-1/2}\).

The equality can be seen without solving for \(w_*\). If every stripe is widened by a small fraction \(\delta\), the wall term changes by \(-\delta\) times itself and the stray term by \(+\delta\) times itself. At a minimum the first-order change vanishes, so the terms must be equal.

Completing a square gives the same result without calculus:

\[
\frac{Ad}{w}+Bw=2\sqrt{ABd}+\left(\sqrt{\frac{Ad}{w}}-\sqrt{Bw}\right)^2 .
\]

The square is never negative, and it vanishes when the two terms are equal.

**How sharp is the minimum?** Put \(w=rw_*\). The wall term becomes \(\sqrt{ABd}/r\) and the stray term \(r\sqrt{ABd}\), so

\[
\frac{F(rw_*)}{F_*}=\frac12\left(r+\frac1r\right).
\]

Stripes of twice or half the equilibrium width have an energy 25 percent above the minimum. Near the minimum the energy changes only in second order: a width 10 percent too large costs less than half a percent of energy.

### 3. Numbers

The polarization is \(0.01311\ e/\mathrm{bohr}^2\), and \(\kappa=\sqrt{120\times60}=84.85\). Therefore

\[
B=\frac{28\times1.2021\times(0.01311)^2}{\pi^2\times85.85}\ \frac{\rm hartree}{\rm bohr^3}=1.253\ \mathrm{eV/nm^3}.
\]

The equilibrium width is

\[
w_*=\sqrt{\frac{0.80\times16}{1.253}}\ \mathrm{nm}=3.20\ \mathrm{nm}=32.0\ \text{angstrom}.
\]

The wall term is \(0.80\times16/3.196=4.01\ \mathrm{eV/nm^2}\), and the stray term is \(1.253\times3.196=4.01\ \mathrm{eV/nm^2}\). The total is \(8.01\ \mathrm{eV/nm^2}\), or about \(1280\ \mathrm{mJ/m^2}\).

With the other parameters held fixed, the thickness changes the results as follows.

| \(d\) (nm) | \(w_*\) (nm) | \(F_*\) (eV/nm²) |
|---:|---:|---:|
| 8 | 2.26 | 5.66 |
| 16 | 3.20 | 8.01 |
| 32 | 4.52 | 11.33 |

From the first row to the last the thickness grows fourfold, while the width and the energy both double. Numerical minimization with the full sum for the stray energy, at these three thicknesses, gave the exponent 0.500 for the energy.

### 4. Where the result fails

**Interaction of the surfaces.** The law needs \(\pi\gamma d/2w\) well above 1. At 16 nm this number is about 11, and the correction is negligible. Since \(w_*/d=\sqrt{A/(Bd)}\), the stripes become relatively wider as the film becomes thinner. The simple law gives \(w_*=d\) at \(d=A/B=0.64\) nm. There the local minimum of the full energy lies at a width 9 percent larger.

The direction of this shift follows from the sum. As \(w\) grows, each hyperbolic cotangent grows, so each term gains less than it would with the cotangent fixed at 1. The slope of the stray energy is then below \(B\), and at the simple \(w_*\) the full energy is still falling. A thickness of 0.64 nm is too small for a continuum model, so for these parameters other assumptions fail first.

**Linear response.** Just below the surface, the normal field of one sine has amplitude \(q_n\phi_n=4\pi\gamma\sigma_n/(1+\kappa)\) in the narrow-stripe limit. The factor multiplying \(\sigma_n\) is the same for all \(n\), so the terms add up to a square wave. With \(\gamma=\kappa/\varepsilon_z\), its magnitude is

\[
E_s=\frac{4\pi P}{\varepsilon_z}\,\frac{\kappa}{1+\kappa},
\]

and it opposes the polarization. Here it equals 14 MV/cm. The linear loss of polarization at the surface is

\[
\frac{\Delta P}{P}=\frac{\varepsilon_z-1}{4\pi}\frac{E_s}{P}
=\frac{59}{60}\times\frac{84.85}{85.85}=0.97 .
\]

This is no small change. The response across the stripes is not small either. The terms of \(E_x\) have amplitude \(k_n\phi_n=4\pi\sigma_n/(1+\kappa)\) and vary as \(\cos k_nx\). With \(\sum_{n\ \rm odd}\cos(n\theta)/n=\tfrac12\ln\cot(\theta/2)\), the induced transverse polarization at the surface, a distance \(x\) from a wall, is

\[
\frac{|\Delta P_x|}{P}=\frac{\varepsilon_x-1}{1+\kappa}\,\frac{2}{\pi}\ln\cot\frac{\pi x}{2w}.
\]

It exceeds 1 within about \(0.2w\) of each wall, 0.6 nm here, and it diverges logarithmically at a sharp wall. The linear value of \(B\) therefore needs a check. The one below treats only the normal response. Let \(p\) be the local polarization and replace the harmonic lattice energy by a quartic double well with the same curvature at \(p=P\):

\[
f(p)=\frac{(p^2-P^2)^2}{8\chi P^2}
=\frac{(p-P)^2}{2\chi}\cdot\frac{(p+P)^2}{4P^2},\qquad \chi=\frac{\varepsilon_z-1}{4\pi}.
\]

For \(0\le p\le P\) the last factor lies between \(\tfrac14\) and 1. This gives two bounds on the stray energy, if walls stay sharp, each domain keeps one sign of \(p\), the transverse response stays linear and gradients inside a domain cost nothing.

- *Lower bound.* The quartic energy is nowhere below a harmonic energy with \(\chi\) replaced by \(4\chi\). That replacement changes \(\varepsilon_z\) to \(1+4\times59=237\) and reduces \(B\) to 0.51 of its linear value.
- *Upper bound.* The minimum cannot exceed the energy of a trial profile. For the linear profile, the field energy plus the quartic lattice energy, evaluated on a grid, gives 0.74 of the linear value.

Since \(w_*\propto B^{-1/2}\), the width for the quartic well under these conditions, with \(A\) unchanged, lies between 3.7 and 4.5 nm, compared with 3.2 nm from linear response. The linear transverse response assumed for this range fails near the walls, as shown above, so the range belongs to the model and does not bound a real film. Reversed regions inside a stripe near the surface are excluded here. They could lower the stray energy further, at the cost of extra walls. The square-root law itself survives within this model. If all lengths in the surface layer are scaled with \(w\), the fields and energy densities are unchanged, so the stray energy is still a constant times \(w\).

**Loss of polarization.** A film can also avoid the stray field by becoming nonpolar. In the quartic well this costs \(f(0)=P^2/8\chi=0.84\ \mathrm{eV/nm^3}\), hence \(f(0)\,d\) per area. This grows faster with \(d\) than \(F_*\) does. Setting the two equal gives

\[
d=\frac{4AB}{f(0)^2}=\frac{4\times0.80\times1.253}{(0.840)^2}\ \mathrm{nm}=5.7\ \mathrm{nm}.
\]

In this comparison stripes win above 5.7 nm. The linear \(B\) used here exceeds the upper bound just found, so the estimate is too high for the quartic well with the same wall energy: the upper bound \(0.74B\) already lowers it to 4.2 nm. If the walls are given a finite width by a gradient term fixed by the same \(A\), the nonpolar film becomes unstable to a sinusoidal modulation above about 1.6 to 1.9 nm, depending on whether gradients along the normal also cost energy. The crossing also depends strongly on the well depth, as \(1/f(0)^2\). The quartic form fixes this depth from \(P\) and \(\varepsilon_z\) alone, which need not hold for a real material, so 5.7 nm is not an estimate for lead titanate.

**Electronic screening.** In the middle of a stripe the sines add with alternating signs, and the surface potential is

\[
\phi_{\max}=\frac{16Pw}{\pi(1+\kappa)}\left(1-\frac19+\frac1{25}-\cdots\right).
\]

Between the centres of neighbouring stripes the difference is twice this, or 2.3 V at 16 nm in linear response. It grows as \(w_*\propto\sqrt d\). With a rough band gap of 3.4 eV, it matches the gap at \(d=16\,(3.4/2.34)^2\approx34\) nm. Beyond that thickness, moving an electron from the valence band at the surface of one stripe to the conduction band at the surface of the next can lower the energy, and the assumption of no free charge is no longer safe. The 32 nm row of the table is close to this limit in linear response only. At the equilibrium width the difference scales as \((1+\kappa)^{-1/2}\), so the softer harmonic well with \(\varepsilon_z=237\) gives 1.7 V at 16 nm and moves the limit to about 67 nm. The quartic well with a gradient term fixed by the same \(A\) gives between 1.3 and 1.4 V, which scales to about 100 nm. The limit is thus uncertain by a factor of about three.

**Wall width.** A rough wall width of 0.5 nm is 16 percent of \(w_*\) at 16 nm. The surface charge therefore does not jump as abruptly as assumed. The resulting change of \(B\) has not been calculated here.

**The real case.** The parameters are rough values in the regime of lead titanate at room temperature. The surface field of 14 MV/cm is a linear-response value and not an estimate of a real field. It is about five times the 2.8 MV/cm at which the quartic well loses its metastable state under uniform reversal, so the linear law cannot be trusted there. The normal direction of the polarization is also imposed by the problem. In an unstrained free-standing film of a tetragonal ferroelectric, cut normal to a cubic axis of the parent phase, the polarization can instead lie in the plane. A wide uniform film then has the same bulk energy and practically no stray field, so the stripes are not its state of least energy. The ideal bare surface is a further idealization. Real surfaces can collect adsorbed ions or free carriers, and films on substrates or electrodes have different boundary conditions. Variation A shows that compensating half of the surface charge \(\pm P\) doubles the calculated width. The value 3.2 nm should be read as the outcome of the stated model, and not as a prediction for a particular sample.

## Variation A: partly compensated surfaces

*Added charges on both surfaces cancel a fraction \(\theta\) of \(\sigma\), the bound charge \(\pm P\) of the undisturbed polarization. They follow the stripe pattern as \(w\) changes, and the energy of attaching them is left out. What happens to the width and the energy?*

The charge that drives the stray field is \((1-\theta)\sigma\). The potential is proportional to it, so the energy \(\tfrac12\int\sigma\phi\) acquires the factor \((1-\theta)^2\), and \(B\) becomes \((1-\theta)^2B\). Inserting this in the earlier results gives

\[
w_\theta=\frac{w_*}{1-\theta},\qquad F_\theta=(1-\theta)F_* .
\]

The two terms are again equal, and both are smaller: there are fewer walls and a weaker stray field. For \(\theta=\tfrac12\) and \(d=16\) nm the width is 6.4 nm and the energy \(4.0\ \mathrm{eV/nm^2}\). The linear-response surface field is halved to 7 MV/cm, which is still too large for the linear law to be trusted.

The limit \(\theta\to1\) must not be taken in these formulas. The width would grow without bound and violate \(w\ll\gamma d\), on which the constant \(B\) rests.

## Variation B: other powers of the width

*Suppose that the energy is \(F=ad/w^p+bw^q\), with positive constants \(a,b,p,q\). Are the two terms still equal at the minimum, and does the square-root law survive?*

Call the terms \(T_1\) and \(T_2\). Multiplying \(dF/dw=0\) by \(w\) gives

\[
-pT_1+qT_2=0,\qquad\text{so}\qquad pT_1=qT_2 .
\]

The terms are equal if and only if \(p=q\). Solving \(pad/w^p=qbw^q\) for the width,

\[
w_*=\left(\frac{pa\,d}{qb}\right)^{1/(p+q)} .
\]

The energy is \(F_*=T_1+T_2=(1+q/p)\,T_2\), because \(T_1=(q/p)T_2\). Since \(T_2=bw_*^q\),

\[
F_*\propto d^{\,q/(p+q)} .
\]

This exponent is \(\tfrac12\) if and only if \(p=q\). Within this family, equal terms and the square-root law therefore stand or fall together. For \(p=1\) and \(q=2\), for instance, the first term is twice the second, the width grows as \(d^{1/3}\) and the energy as \(d^{2/3}\).

The numerical output below lists the main values used in this sheet.

## Numbers as computed

```
Input polarization P = 75.0 uC/cm2
Input wall energy A = 0.80 eV/nm2
Input permittivities eps_x, eps_z = 120, 60
Input main thickness d = 16.0 nm
Input rough band gap = 3.4 eV
Input rough wall width = 0.5 nm
P in atomic units = 0.01311 e/bohr2
kappa = 84.853; gamma = 1.4142 (no unit)
zeta(3) = 1.202057 (no unit)
Stray coefficient B = 1.2534 eV/nm3
Equilibrium width w = 3.196 nm = 31.96 angstrom
Wall term = 4.0054 eV/nm2
Stray-field term = 4.0054 eV/nm2
Least energy F = 8.0108 eV/nm2 = 1283.5 mJ/m2
d = 8 nm: w = 2.260 nm, F = 5.6645 eV/nm2
d = 16 nm: w = 3.196 nm, F = 8.0108 eV/nm2
d = 32 nm: w = 4.519 nm, F = 11.3290 eV/nm2
Exponent from full numerical minima = 0.50000
F at half width / least F = 1.2500
F at double width / least F = 1.2500
Length A/B = 0.6383 nm
At d=A/B, full width / simple width = 1.0890
Grid B / formula B = 0.99766
Thin-film grid energy / full sum = 0.99796
Field under surface = 13.95 MV/cm
Quartic-well coercive field = 2.76 MV/cm
Linear loss of P at surface = 97.2 percent
Quartic B bounds / linear B = 0.5061, 0.7402
Quartic width bounds = 3.715, 4.492 nm
Quartic well depth = 0.8401 eV/nm3
Stripe/nonpolar crossing = 5.68 nm
Neighbour potential difference = 2.341 V
Thickness where it reaches the gap = 33.75 nm
Width with half charge compensated = 6.391 nm
Wall width / domain width = 0.1565
```
